# Bethe logarithm of hydrogen 1s: resolvent quadrature and pseudostate error: a numerical check

```python
# Bethe logarithm of hydrogen 1s (Z=1, fixed nucleus, hartree atomic units).
# ln k0 = sum p2 w ln(2w) / D, D = sum p2 w = 2, p2 = |<0|p|n>|^2, w = E_n-E_0, k0 in Ry.
# Claims: with J(k) = <u0|(h+k)^-1|u0>, u0 = 2r exp(-r), h = H(l=1)+1/2, t = (1+2k)^-1/2,
#   ln k0 = (1/2) int_0^1 f dt, f = (kJ-1+4t^2)/t^3 = (W-2t^2)/(k t^3),
#   W = <h u0|(h+k)^-1|h u0>; f has log part B(t) ln t, B = sum b_p t^p (odd p);
#   N Laguerre pseudostates (M=N+2) err by about (7.2 ln 2M + 4C - 3.6 ln k0)/M.
import numpy as np, mpmath as mp
from fractions import Fraction as Fr
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import eval_genlaguerre
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
mp.mp.dps = 25
EPS = mp.mpf(10)**-27

def phi_direct(t):
    xi = ((1-t)/(1+t))**2; s = mp.mpf(0); x = mp.mpf(1); n = 0
    while x > EPS:
        s += x/(n+2-t); x *= xi; n += 1
    return s
def phi_log(t):
    a = 4*t/(1+t)**2; b = 2-t; la = mp.log(a)
    d = mp.psi(0, 1)-mp.psi(0, b); s = mp.mpf(0); x = mp.mpf(1); j = 0
    while x > EPS:
        s += x*(d-la); x *= a*(b+j)/(j+1); d += mp.mpf(1)/(j+1)-1/(b+j); j += 1
    return s
def phi(t): return phi_direct(t) if ((1-t)/(1+t))**2 < 0.5 else phi_log(t)
def t_of(k): return 1/mp.sqrt(1+2*mp.mpf(k))
def J_closed(k):
    t = t_of(k); u = 1+t
    return 2*t**2/u**2+4*t**3/u**3+16*t**5/u**5-64*t**6*(1-t*t)*phi(t)/u**8
def f_closed(t):
    return 4*(4+3*t+4*t*t+t**3)/(1+t)**4-32*t*(1-t)**2*phi(t)/(1+t)**6
assert abs(phi_direct(mp.mpf('0.12'))-phi_log(mp.mpf('0.12'))) < 1e-21

# resolvent from the definition: finite differences in x = ln r, two Richardson steps
def fd(k, power):      # source 2 r^power exp(-r): power 1 gives J, power -1 gives W
    xa, xb = np.log(1e-14), np.log(60.0); A = []
    for n in (2300, 4600, 9200):
        h = (xb-xa)/n; r = np.exp(xa+h*np.arange(1, n))
        g = 2*r**(power+1.5)*np.exp(-r)
        ab = np.full((3, n-1), -0.5/h**2); ab[1] = 1/h**2+9/8-r+(k+0.5)*r*r
        A.append(h*g@solve_banded((1, 1), ab, g))
    return (16*(4*A[2]-A[1])/3-(4*A[1]-A[0])/3)/15
def f_fd(t):
    t = float(t); k = (1/t**2-1)/2
    return (fd(k, -1)-2*t*t)/(k*t**3)
for k in (0.0, 0.3, 1.0, 200.0, 1e4):
    Jc = J_closed(k)
    assert abs(fd(k, 1)/Jc-1) < 1e-9
    assert abs(fd(k, -1)/(2-k+k*k*Jc)-1) < 1e-9
t1 = t_of(1)
assert abs(f_fd(t1)-f_closed(t1)) < 1e-8
print("k = 1 hartree: t = %.10f, xi = %.10f" % (t1, ((1-t1)/(1+t1))**2))
print("  Phi = %.10f, f = %.10f" % (phi(t1), f_closed(t1)))
print("  J closed = %.10f, J grid = %.10f a.u." % (J_closed(1), fd(1.0, 1)))
print("  W grid = %.10f a.u." % fd(1.0, -1))

# small-t expansion tested on the grid resolvent
f2 = -32-16*np.pi**2/3
res = lambda t: (f_fd(t)-16-t*(32*np.log(4*t)-20)+64*t**3*np.log(t))/t**2
f2_grid = 2*res(2e-3)-res(4e-3)
assert abs(f2_grid-f2) < 0.03   # O(t^2) remainder of the extrapolation
print("t^2 coefficient of f: formula %.4f, grid %.3f" % (f2, f2_grid))
kk = 1e6; Was = 4*np.sqrt(2/kk)-(4*np.log(kk)-12*np.log(2)+4)/kk
assert abs(fd(kk, -1)-Was) < 25*kk**-1.5
print("W(k=1e6 hartree): grid %.6e, asymptotic %.6e a.u." % (fd(kk, -1), Was))

# coefficients b_p of B(t), p = 1,3,5,...
g = [Fr(0)]+[Fr(2, j)-Fr(4, 2*j-1) for j in range(1, 9)]; e = [Fr(1)]
for n in range(1, 9): e.append(sum(j*g[j]*e[n-j] for j in range(1, n+1))/n)
b = [32*mp.mpf(c.numerator)/c.denominator for c in e]
print("b1, b3, b5, b7 =", *[str(32*c) for c in e[:4]])
def gauss(n):
    xs, ws = [], []
    for x in np.polynomial.legendre.leggauss(n)[0]:
        x = mp.mpf(float(x))
        for it in range(3):
            p0, p1 = mp.mpf(1), x
            for j in range(1, n): p0, p1 = p1, ((2*j+1)*x*p1-j*p0)/(j+1)
            dp = n*(x*p1-p0)/(x*x-1); x -= p1/dp
        xs.append((1+x)/2); ws.append(1/((1-x*x)*dp*dp))
    return xs, ws
def bethe(xs, ws, fv, m):
    s = sum(w*(v-mp.log(t)*sum(b[j]*t**(2*j+1) for j in range(m)))
            for t, w, v in zip(xs, ws, fv))
    return (s-sum(b[j]/(2*j+2)**2 for j in range(m)))/2
G = {n: gauss(n) for n in (10, 12, 20, 40)}
F = {n: [f_closed(t) for t in G[n][0]] for n in G}
L = bethe(*G[40], F[40], 8)
assert abs(L-bethe(*G[20], F[20], 8)) < 1e-19
for m in (0, 1, 2):
    er = [abs(bethe(*G[n], F[n], m)-L) for n in (10, 20, 40)]
    rate = mp.log(er[1]/er[2])/mp.log(40.5/20.5)
    assert abs(rate-4*(m+1)) < 0.2
    print("m=%d: error n=10,20,40: %.2e %.2e %.2e, power %.2f" % (m, *er, rate))
L_fd = bethe(*G[12], [f_fd(t) for t in G[12][0]], 3)
assert abs(L_fd-L) < 1e-9 and abs(L-2.984128556) < 5e-10

# independent road: discrete plus continuous spectrum
wn = lambda n: (1-1/mp.mpf(n)**2)/2
p2n = lambda n: 64*mp.mpf(n)**3*mp.mpf(n-1)**(2*n-3)/mp.mpf(n+1)**(2*n+3)
def rho(q):
    den = 1 if q < 0.05 else -mp.expm1(-2*mp.pi/q)
    return 8*((1+q*q)/2)**-3*mp.exp(-4*mp.atan(q)/q)/den
def parts(fun):
    d = mp.nsum(lambda n: p2n(n)*fun(wn(n)), [2, mp.inf], method='richardson')
    c = mp.quad(lambda q: q*rho(q)*fun((1+q*q)/2), [0, 1])
    c += mp.quad(lambda s: rho(1/s)*fun((1+1/s**2)/2)/s**3, [0, 0.01, 0.1, 1])
    return d, c
spec = lambda fun: sum(parts(fun))
xg, wg = np.polynomial.legendre.leggauss(90); r = 30*(xg+1); wr = 30*wg
u0 = 2*r*np.exp(-r)
u2 = r*r*np.exp(-r/2); u3 = r*r*np.exp(-r/3)*eval_genlaguerre(1, 3, 2*r/3)
assert abs((wr@(u0*u2))**2/(wr@u2**2)/p2n(2)-1) < 1e-10
assert abs((wr@(u0*u3))**2/(wr@u3**2)/p2n(3)-1) < 1e-7   # 3p norm cut at r = 60
q = 0.7
with mp.workdps(15):
    uq = np.array([float(mp.coulombf(1, -1/q, q*x)) for x in r])*np.sqrt(2/(np.pi*q))
assert abs((wr@(u0*uq))**2/rho(mp.mpf(q))-1) < 1e-8
wb = mp.mpf(10)**6
assert abs(rho(mp.sqrt(2*wb-1))-4*mp.sqrt(2)/mp.pi*wb**-2.5+4/wb**3) < 7*wb**-3.5
mp.mp.dps = 18
S = [spec(lambda w: 1/w), spec(lambda w: 1), spec(lambda w: w)]
assert max(abs(S[0]-1.5), abs(S[1]-1), abs(S[2]-2)) < 1e-12
nd, nc = parts(lambda w: w*mp.log(2*w)); L_sp = (nd+nc)/S[2]
assert abs(L_sp-L) < 1e-12
K = 10**4; tK = float(t_of(K))
tail = spec(lambda w: w*mp.log((K+w)/(K+0.5)))/2
tas = 8*tK+8*tK**2*np.log(4*tK)-9*tK**2+f2*tK**3/6
assert abs(tail-tas) < 200*tK**4
mom = {j: spec(lambda w: 2/(3*w**(j+1))) for j in (5, 6)}
mp.mp.dps = 25
print("sums p2/w, p2, p2*w = %.10f %.10f %.10f a.u." % tuple(S))
print("numerator: discrete %.10f, continuum %.10f a.u." % (nd, nc))
print("ln k0 closed form, Gauss 40, m=8 =", mp.nstr(L, 16))
print("ln k0 grid resolvent, Gauss 12, m=3 = %.10f" % L_fd)
print("ln k0 spectral sum = %.12f" % L_sp)
Ry = pc['Rydberg constant times hc in eV'][0]
print("k0 = %.6f Ry = %.4f eV" % (mp.exp(L), mp.exp(L)*Ry))
print("tail beyond K=1e4 hartree: exact %.8f, series %.8f, leading %.8f"
      % (tail, tas, 4*np.sqrt(2/K)))
print("K for leading tail 1e-9: %.2e hartree" % ((4*np.sqrt(2)/1e-9)**2))

# pseudostates: Jacobi matrix in y = 1/w
def pseudo(N):
    n = np.arange(N)
    y, v = eigh_tridiagonal((n+2)/(n+1), -0.5*np.sqrt((n[:-1]+4)/(n[:-1]+2)))
    return 1/y, 1.5*v[0]**2/y
w, p2 = pseudo(3); m5, m6 = [np.sum(2*p2/(3*w**(j+1))) for j in (5, 6)]
assert abs(m5/mom[5]-1) < 1e-12 and abs(m6/mom[6]-1) > 1e-6
print("N=3 moment j=5: pseudo %.8f, exact %.8f a.u." % (m5, mom[5]))
print("N=3 moment j=6: pseudo %.8f, exact %.8f a.u." % (m6, mom[6]))
Q = lambda x: (1+x)*mp.exp(-x)/(x*mp.cosh(x)-mp.sinh(x))
with mp.workdps(60):
    C = sum(wt*(Q(x)-3/x**3+mp.mpf(9)/(5*x)) for x, wt in zip(*G[40]))
C = float(C+mp.quad(Q, [1, 3, 10, 40])-1.5)
j1 = brentq(lambda z: np.tan(z)-z, 4.4, 4.6); L = float(L)
law = lambda M: (7.2*np.log(2*M)+4*C-3.6*L)/M
print("C = %.8f, first zero of J_3/2 = %.6f" % (C, j1))
print("N, w_max (hartree), 2M^2/j^2, D_N (a.u.), ln k0(N), error, law")
PS = {}; Gc = {}
for N in (25, 50, 100, 200, 400, 800, 1600):
    w, p2 = PS[N] = pseudo(N); M = N+2; P = (N+1.0)*(N+2)*(N+3)
    DN = p2@w; num = p2@(w*np.log(2*w)); dnum = 2*L-num
    assert abs(1-p2.sum()-6/P) < 1e-11
    assert abs(2-DN-4*(1/M+N*(N+1)/P-N*(N+4)/(5*P)+3*N/(4*P))) < 1e-6
    assert abs(w.max()*j1**2/(2*M*M)-1) < 3/M
    if N >= 100: assert abs(dnum*M/(8*(1.8*np.log(2*M)+C))-1) < 4/M
    Gc[N] = M*(dnum-2*(2-DN)*np.log(2*M))
    print("%4d %.4e %.4e %.6f %.6f %.5f %.5f"
          % (N, w.max(), 2*M*M/j1**2, DN, num/DN, L-num/DN, law(M)))
assert abs((L-num/DN)/law(M)-1) < 0.01
C8 = (1602*Gc[1600]-802*Gc[800])/800
assert abs(C8-8*C) < 5e-3
print("8C: integral %.4f, extrapolated pseudostates %.4f" % (8*C, C8))
for x in (1.0, 3.0):
    rt = []
    for N in (200, 400):
        w, p2 = PS[N]; k = 2*(N+2)**2/x**2
        rt.append(float((J_closed(k)-np.sum(p2/(w+k)))/(4*mp.sqrt(2)*k**-2.5*Q(x))))
    ex = (402*rt[1]-202*rt[0])/200
    assert abs(ex-1) < 0.01
    print("x=%.0f: (J-J_N)/Bessel law N=200 %.4f, N=400 %.4f, limit %.4f" % (x, *rt, ex))
print("N for pseudostate error 1e-9: %.2e"
      % np.exp(brentq(lambda z: law(np.exp(z))-1e-9, 10, 40)))
print("success")
```

It prints:

```
k = 1 hartree: t = 0.5773502692, xi = 0.0717967697
  Phi = 0.7341443240, f = 4.5324890159
  J closed = 0.5389445845, J grid = 0.5389445845 a.u.
  W grid = 1.5389445845 a.u.
t^2 coefficient of f: formula -84.6379, grid -84.639
W(k=1e6 hartree): grid 5.605891e-03, asymptotic 5.605910e-03 a.u.
b1, b3, b5, b7 = 32 -64 160/3 -128/5
m=0: error n=10,20,40: 3.34e-04 2.28e-05 1.49e-06, power 4.00
m=1: error n=10,20,40: 2.07e-07 9.35e-10 3.98e-12, power 8.02
m=2: error n=10,20,40: 5.19e-10 1.46e-13 3.96e-17, power 12.06
sums p2/w, p2, p2*w = 1.5000000000 1.0000000000 2.0000000000 a.u.
numerator: discrete -0.0289897633, continuum 5.9972468749 a.u.
ln k0 closed form, Gauss 40, m=8 = 2.984128555765498
ln k0 grid resolvent, Gauss 12, m=3 = 2.9841285558
ln k0 spectral sum = 2.984128555765
k0 = 19.769267 Ry = 268.9746 eV
tail beyond K=1e4 hartree: exact 0.05468615, series 0.05468605, leading 0.05656854
K for leading tail 1e-9: 3.20e+19 hartree
N=3 moment j=5: pseudo 67.17361111, exact 67.17361111 a.u.
N=3 moment j=6: pseudo 172.10995370, exact 172.18807870 a.u.
C = 0.03093342, first zero of J_3/2 = 4.493409
N, w_max (hartree), 2M^2/j^2, D_N (a.u.), ln k0(N), error, law
  25 6.7387e+01 7.2211e+01 1.745269 2.249999 0.73413 0.67043
  50 2.5844e+02 2.6785e+02 1.864808 2.524518 0.45961 0.43886
 100 1.0120e+03 1.0306e+03 1.930269 2.706441 0.27769 0.27129
 200 4.0049e+03 4.0419e+03 1.964576 2.820886 0.16324 0.16134
 400 1.5934e+04 1.6008e+04 1.982145 2.890181 0.09395 0.09340
 800 6.3566e+04 6.3713e+04 1.991036 2.930957 0.05317 0.05302
1600 2.5392e+05 2.5422e+05 1.995509 2.954434 0.02969 0.02965
8C: integral 0.2475, extrapolated pseudostates 0.2475
x=1: (J-J_N)/Bessel law N=200 1.0031, N=400 1.0016, limit 1.0000
x=3: (J-J_N)/Bessel law N=200 1.0212, N=400 1.0106, limit 0.9999
N for pseudostate error 1e-9: 1.81e+11
success
```
